Dynamic quadrupole hyperfine structure of muonic 2p levels in deformed nuclei

## Part 1. The coupling and its size

A muon in a 2p level of a heavy, strongly deformed nucleus can couple different rotational states of that nucleus with matrix elements of the same order as the rotational energies. The nuclear spin I is then not a good quantum number, even though the ground state I = 0 has no static quadrupole splitting. The levels must be found by diagonalizing muon and nucleus together, at fixed total angular momentum **F** = **I** + **j**, where **j** is the angular momentum of the muon. For an even-even nucleus described as an axial rigid rotor, the matrix is

H(jI, j'I') = δ(jj') δ(II') [E_j + B I(I+1)] + q(jj') [δ(jj') δ(II')/5 − (3/5) v(jI) v(j'I')]. (1)

Here E_j is the muonic energy without quadrupole coupling, B is the rotational constant, and q(jj') is a radial coupling energy. The numbers v(jI) form a real unit vector for each F. Let L be the odd member of the pair F − 1/2, F + 1/2, and let N be the even member. Then

v²(1/2, N) = 1/3,
v²(3/2, N) = W(N) − 1/3,
v²(3/2, 2L−N) = W(2L−N), (2)

with W(L−1) = L/(2L+1) and W(L+1) = (L+1)/(2L+1). The block has two states for F = 1/2 and three for every larger F. The rest of this part derives the coupling and its strength; Part 2 derives (1) and (2) and solves an example.

The nucleus has K = 0, meaning no angular momentum along its symmetry axis **n**. Its ground band has wave functions Y_IM(**n**) and energies B I(I+1). A rotation by π about an axis perpendicular to **n** returns the same nucleus, so **n** and −**n** describe the same orientation, and I = 0, 2, 4, ... . The first excited state lies at E(2+) = 6B.

Let ρ(**r**') be the proton number density for a fixed direction of **n**. The muon has charge −e, and its Coulomb energy is

V_C(**r**) = −(e²/4πε₀) ∫ ρ(**r**') / |**r** − **r**'| dV'. (3)

We expand the inverse distance in Legendre polynomials,

1/|**r** − **r**'| = Σ_L (r_<^L / r_>^(L+1)) P_L(r̂·r̂'), (4)

where r_< and r_> are the smaller and larger of r and r'. In (4) L is the multipole order. Since ρ is symmetric about **n**, we may average over the azimuth of r̂' about **n**. By the addition theorem this replaces P_L(r̂·r̂') by P_L(**n**·r̂) P_L(**n**·r̂'). The L = 2 part is therefore

V(**r**) = −(e²/4πε₀) P₂(**n**·r̂) ∫ ρ(**r**') (r_<²/r_>³) P₂(**n**·r̂') dV'. (5)

The intrinsic quadrupole moment, defined as an area, is

Q₀ = ∫ ρ (3z² − r²) dV = 2 ∫ ρ r² P₂(cos θ) dV, (6)

with z along **n**. For a muon outside the charge, r_<²/r_>³ = r'²/r³, and the integral in (5) is Q₀/(2r³). A 2p muon in a heavy atom also enters the nucleus, so the location of the quadrupole charge is needed.

Take a uniform density ρ₀ = 3Z/(4πR³) bounded by the surface R(θ) = R[1 + βY₂₀(θ)]. To first order in β the change of density is a surface layer,

δρ = ρ₀ R β Y₂₀(θ) δ(r − R). (7)

With Y₂₀ = √(5/4π) P₂ and ∫P₂² dΩ = 4π/5, equations (6) and (7) give

Q₀ = 2ρ₀R⁵β √(5/4π) (4π/5) = 3ZR²β/√(5π). (8)

All the quadrupole charge lies at r' = R. The integral of ρP₂ over this layer is Q₀/(2R²). Inserting this in (5) gives

V = −K f(r) P₂(**n**·r̂), K = (e²/4πε₀) Q₀/2, (9)

f(r) = r²/R⁵ for r < R, f(r) = 1/r³ for r > R. (10)

For a prolate nucleus, Q₀ > 0, V is negative on the symmetry axis: the muon gains energy by lying along the elongated charge. Inside the nucleus f is smaller than 1/r³, so penetration weakens the coupling relative to the point form. Terms of order β² are omitted from the quadrupole density and from the spherical potential used below.

A first estimate takes a point nucleus and a nonrelativistic muon. With reduced mass m_r the Bohr radius is

a = 4πε₀ħ²/(m_r Z e²). (11)

The normalized 2p radial function is r exp(−r/2a)/(√24 a^(5/2)), since ∫r⁴exp(−r/a)dr = 24a⁵. Hence

⟨r⁻³⟩ = (1/24a⁵) ∫₀^∞ r exp(−r/a) dr = 1/(24a³). (12)

The coupling energy K⟨r⁻³⟩ is proportional to Z³m_r³Q₀. The factor m_r³ makes the difference between a muon and an electron. The factor Z³ restricts the strong effect to heavy atoms, and Q₀ restricts it to deformed nuclei. Within this estimate the ratio that decides whether the nucleus is appreciably mixed is K/(24a³) divided by 6B, multiplied by an angular factor. That factor will turn out to be √2/5 for the coupling of the two lowest F = 1/2 configurations.

As a numerical case take a model nucleus with Z = 70, mass number 170, R = 6.6 fm, Q₀ = 700 fm² and B = 15 keV. These are round parameters and do not describe a measured nucleus. The first-order relation (8) gives β = 0.30, and E(2+) = 90 keV. For a uniform body with this β, the omitted higher-order terms would change the quadrupole moment by more than ten percent. The model is therefore defined by Q₀ and the form factor (10), not by the exact shape of the surface. With the nuclear mass taken as 170 atomic mass units, the reduced muon rest energy is 105588 keV and a = 3.6585 fm. The prefactor is K = 5.040 × 10⁵ keV fm³, so

K/(24a³) = 5.040 × 10⁵/(24 × 3.6585³) keV = 429 keV. (13)

The angular factor √2/5 = 0.283 reduces this to 121 keV, still above E(2+). For an electron in the same hydrogen-like model, K/(24a³) is 4.9 × 10⁻⁵ keV, smaller by about seven orders of magnitude. A coupling of this size can produce an ordinary quadrupole splitting when the nuclear spin is at least 1 and the electron has j = 3/2, but it hardly mixes nuclear states 90 keV apart.

The muon estimate must be corrected, because much of the average (12) comes from inside the nucleus: the part with r < R is 1 − (1 + R/a) exp(−R/a) = 0.54 of the whole. We use the Dirac equation with the reduced mass, which treats recoil in the leading approximation. The spherical potential of the uniform charge is

V₀(r) = −(Ze²/4πε₀)(3 − r²/R²)/(2R), r < R,
V₀(r) = −Ze²/(4πε₀r), r > R. (14)

The muon wave function has a large and a small component,

ψ_jm = (1/r) [ G_j(r) Ω_κm(r̂) ; i S_j(r) Ω_−κm(r̂) ]. (15)

The spinors Ω are normalized spherical spinors, with κ = 1 for 2p1/2 and κ = −2 for 2p3/2. The radial equations, with E including the rest energy, are

dG/dr = −κG/r + (E + m_rc² − V₀)S/(ħc),
dS/dr = κS/r − (E − m_rc² − V₀)G/(ħc). (16)

Near the origin G varies as r² in both states, while S varies as r for κ = 1 and as r³ for κ = −2. At large r both functions decay exponentially. The normalization is ∫(G² + S²)dr = 1.

The large component has orbital angular momentum 1. The small one has orbital angular momentum 0 for j = 1/2 and 2 for j = 3/2. Their angular matrix elements of P₂ are nevertheless equal. With **σ** the Pauli spin vector,

Ω_−κm = −(**σ**·r̂) Ω_κm, (**σ**·r̂)² = 1. (17)

The function P₂(**n**·r̂) contains no spin and commutes with **σ**·r̂, so

⟨Ω_−κ'm'|P₂|Ω_−κm⟩ = ⟨Ω_κ'm'|(**σ**·r̂)P₂(**σ**·r̂)|Ω_κm⟩ = ⟨Ω_κ'm'|P₂|Ω_κm⟩. (18)

The factors i in (15) give (−i)(i) = 1. The matrix element of (9) therefore separates into a radial number and one angular number,

⟨j'I'|V|jI⟩ = −q(j'j) A^F(j'I', jI), (19)

q(j'j) = K ∫₀^∞ (G_j' G_j + S_j' S_j) f(r) dr. (20)

Here A^F is the matrix of P₂(**n**·r̂), computed as if the muon had l = 1 in all components. Because V is a rotational scalar, it conserves F and its projection M, and A^F does not depend on M.

To write A^F in general form, define C_2q = √(4π/5) Y_2q. The addition theorem reads

P₂(**n**·r̂) = Σ_q (−1)^q C_2q(**n**) C_2,−q(r̂). (21)

We write 3j symbols as (a b c; α β γ) and define reduced matrix elements by

⟨J'm'|C_2q|Jm⟩ = (−1)^(J'−m') (J' 2 J; −m' q m) ⟨J'||C₂||J⟩. (22)

The coupled states are

|(Ij)FM⟩ = (−1)^(I−j+M) √(2F+1) Σ_mμ (I j F; m μ −M) |Im⟩|jμ⟩. (23)

Insert (22) and (23) in the matrix element of (21) and average over M, which is allowed because the result does not depend on M. The average cancels the factor 2F+1. What remains is a sum of four 3j symbols,

(I' j' F; m' μ' −M)(I j F; m μ −M)(I' 2 I; −m' q m)(j' 2 j; −μ' −q μ), (24)

multiplied by the two reduced elements. The exponent of −1 is the sum of I'−j'+M and I−j+M from the states, q from (21), and I'−m' and j'−μ' from (22). Using m' + μ' = M and the fact that 2I' is even, it equals I − j + M + q modulo 2.

The sum over projections of these four symbols defines a 6j symbol, apart from a phase. The definition is

{a b c; d e f} = Σ (−1)^s (a b c; −α −β −γ)(a e f; α −ε φ)(d b f; δ β −φ)(d e c; −δ ε γ), (25)

where s is the sum of all six angular momenta minus the sum of their projections. Set a, b, c, d, e, f equal to F, j', I', 2, I, j, and the corresponding projections equal to M, −μ', −m', −q, m, −μ. The four symbols in (25) become those in (24) after reordering columns and, in the second, reversing all projections. These operations contribute (F+j'+I') + (F+I+j) + (2+j'+j) to the exponent. With s = F+j'+I'+2+I+j + q − m + μ, the total exponent belonging to (25) is 3F+3j'+3j+q−m+μ modulo 2.

Subtract this from I − j + M + q. The term 4j is even because j is half-integral, and M + m − μ = 2m is even because I is an integer. There remains I − 3(F+j'), which has the parity of I + F + j'. The angular matrix is thus

A^F(j'I', jI) = (−1)^(I+j'+F) {F j' I'; 2 I j} ⟨I'||C₂||I⟩ ⟨j'||C₂||j⟩. (26)

For the rotor, the integral of three spherical harmonics gives

⟨I'||C₂||I⟩ = (−1)^I' √((2I'+1)(2I+1)) (I' 2 I; 0 0 0). (27)

For the muon only four reduced elements occur. The element with j = j' = 1/2 vanishes by the triangle rule, since two angular momenta 1/2 cannot make rank 2. The other three follow from simple matrix elements. On l = 1, C₂₀ has expectation value 2/5 for projection 0 and −1/5 for projections ±1. The stretched state j = 3/2, m = 3/2 gives −1/5, and (3/2 2 3/2; −3/2 0 3/2) = 1/√20. Equation (22) yields

⟨3/2||C₂||3/2⟩ = −√20/5 = −2/√5. (28)

For m = 1/2 the standard states are √(2/3) Y₁₀↑ + √(1/3) Y₁₁↓ for j = 3/2 and −√(1/3) Y₁₀↑ + √(2/3) Y₁₁↓ for j = 1/2. Their C₂₀ element is

−(√2/3)(2/5) + (√2/3)(−1/5) = −√2/5. (29)

Since (3/2 2 1/2; −1/2 0 1/2) = −1/√10, equation (22) gives

⟨3/2||C₂||1/2⟩ = −2/√5, ⟨1/2||C₂||3/2⟩ = 2/√5. (30)

The second value follows from Hermiticity, which brings the phase (−1)^(j'−j). Equations (19), (20) and (26) set up the dynamic matrix.

## Part 2. The matrix and its levels

The muon-rotor states are labelled (j,I), with j = 1/2 or 3/2 and I = 0, 2, 4, ... . The axis of the nucleus is **n**, the direction of the muon is r̂, and F is the total angular momentum. Part 1 gave the quadrupole interaction as −K f(r)P₂(**n**·r̂). Its matrix elements are −q(j'j)A^F, with q the radial integral (20) and A^F the angular matrix (26) of P₂. The uncoupled energy is E_j + B I(I+1), and E(2+) = 6B. The model nucleus has Z = 70, R = 6.6 fm, Q₀ = 700 fm² and B = 15 keV.

The angular matrix has a simpler form than (26) suggests. Fix **n** and use it as the quantization axis for l = 1. The orbital state with projection 0 has the angular density 3x²/4π, where x = **n**·r̂. Its expectation value of P₂ is

(3/2) ∫₋₁¹ x² (3x²−1)/2 dx = (3/4)(6/5 − 2/3) = 2/5. (31)

The summed density of the three p orbitals is isotropic, so their three values add to zero. The two orbitals with projection ±1 are equivalent, and each gives −1/5. Let Π project onto the p orbital directed along **n**. Then, within l = 1,

P₂ → (2/5)Π − (1/5)(1−Π) = (3/5)Π − 1/5. (32)

It remains to find how many states in an F block belong to Π. A p orbital along **n** can be written Σ_i n_i|p_i⟩. A state selected by Π is this orbital times a function φ(**n**) and a spin state. The complete state must be even under **n** → −**n**, because I is even. The orbital changes sign, so φ must be odd. We may take φ = Y_LM with L odd and couple L with the spin 1/2 to F. This requires L = F − 1/2 or F + 1/2, and just one of these is odd. The projector therefore has rank one in each F block, and

A^F = (3/5) v vᵀ − 1/5, vᵀv = 1. (33)

The components of v are real with suitable basis phases. Inserting (33) in (19) gives (1). We now find the components.

The function n_iY_LM contains rotor angular momenta L−1 and L+1: a vector multiplied by Y_LM can produce L−1, L and L+1, and parity excludes L. Denote the two weights by W(L−1) and W(L+1). To find them, take the expectation value of the squared rotor angular momentum, which acts on the unit sphere as minus the angular Laplacian ∇². For each i,

−∇²(n_iY) = L(L+1)n_iY + 2n_iY − 2∇n_i·∇Y. (34)

Multiply by n_iY* and sum over i. Since Σn_i² = 1 and Σn_i∇n_i = ∇(1)/2 = 0, the average is L(L+1) + 2. Equating this to the weighted average gives

W(L+1)(L+1)(L+2) + [1−W(L+1)]L(L−1) = L(L+1) + 2. (35)

The left side is L² − L + (4L+2)W(L+1). Hence

W(L+1) = (L+1)/(2L+1), W(L−1) = L/(2L+1). (36)

These weights sum over j. To separate them, use the vanishing quadrupole moment of j = 1/2. The corresponding diagonal element in (33) must be zero, so (3/5)v² − 1/5 = 0 and v²(1/2,N) = 1/3. Here N is the even member of F ± 1/2, the one value of I that can combine with j = 1/2. The remainder W(N) − 1/3 belongs to (3/2,N), and the other weight belongs to (3/2,2L−N). This proves (2).

For F = 1/2 we have L = 1 and N = 0. Then W(0) = 1/3, so the component (3/2,0), which cannot have F = 1/2, has zero weight as it must. In the basis (1/2,0), (3/2,2), v = (√(1/3), √(2/3)). With Δ = E_3/2 − E_1/2 and energies measured from E_1/2, the elements of the symmetric matrix are

H₁₁ = 0,
H₂₂ = Δ + 6B − q(3/2,3/2)/5,
H₁₂ = −(√2/5) q(1/2,3/2). (37)

Equation (26) gives the same angular strength. With I' = 0, j' = 1/2, I = 2, j = 3/2, the phase is −1, the 6j symbol is 1/√10, and the reduced elements are 1 and 2/√5. Their product is −√2/5. The sign relative to (33) is a basis phase and does not affect energies or weights.

For F = 3/2, L = 1 and N = 2, and all three squared components are 1/3. In the basis (3/2,0), (1/2,2), (3/2,2) this gives

H₁₁ = Δ, H₂₂ = 6B, H₃₃ = Δ + 6B,
H₁₂ = H₂₃ = −q(1/2,3/2)/5,
H₁₃ = −q(3/2,3/2)/5. (38)

None of these configurations has a first-order quadrupole shift at F = 3/2. The whole effect is dynamic: it comes from off-diagonal elements, including one that excites the nucleus while the muon stays in 2p3/2.

For F = 5/2, L = 3 and N = 2. From (36), W(2) = 3/7 and W(4) = 4/7. The squared components for (1/2,2), (3/2,2), (3/2,4) are 1/3, 3/7 − 1/3 = 2/21, and 4/7. Thus

H₁₁ = 6B,
H₂₂ = Δ + 6B + q(3/2,3/2)/7,
H₃₃ = Δ + 20B − q(3/2,3/2)/7,
H₁₂ = −√(2/175) q(1/2,3/2),
H₁₃ = −√(12/175) q(1/2,3/2),
H₂₃ = −√(24/1225) q(3/2,3/2). (39)

The 4+ state first enters here. The F = 1/2 and F = 3/2 blocks contain no rotor state above 2+, by the triangle rule. Their closure is a property of the 2p manifold and involves no truncation of the ground band.

Two limits clarify the matrix. If the separations of the uncoupled levels are much larger than the elements q v v', the states keep their labels and shifts can be found by perturbation theory. In the opposite limit, neglect B and Δ and set all q(jj') equal to q. Equation (33) then gives one level at −2q/5 and the others at +q/5. For positive q the lower level has the muon orbital along the prolate nucleus. The strong-coupling spread is 3q/5, and a complete set of rotor states in each F block keeps the orbital aligned with **n**.

For the model nucleus, the radial equations (16) were integrated outward from near the origin and inward from 45a. The energy was adjusted until both solutions had the same ratio S/G at 4a. Gauss-Legendre quadrature then gave the integrals in (20). The binding energies of 2p1/2 and 2p3/2 are 3536.7 and 3411.4 keV, so

Δ = 3536.7 − 3411.4 = 125.3 keV. (40)

The radial couplings are q(1/2,3/2) = 233.3 keV and q(3/2,3/2) = 231.1 keV. They are close to half the point-nucleus estimate of 429 keV. The difference combines the finite charge, its effect on the orbital, and relativity; these contributions have not been separated.

The F = 1/2 coupling has magnitude

(√2/5) × 233.3 keV = 66.0 keV, (41)

which is 0.73 of E(2+). The strong-coupling spread, using the smaller q, is 3 × 231.1/5 = 139 keV and exceeds E(2+). In this model the quadrupole coupling therefore rivals both the rotational energy and the fine structure.

For F = 1/2, H₂₂ = 125.3 + 90.0 − 46.2 = 169.1 keV. The two roots are

E± = 84.5 ± √(84.5² + 66.0²) keV = −23 and 192 keV. (42)

The ground configuration is thus lowered by 23 keV although its first-order shift is zero. Second-order perturbation theory gives −66.0²/169.1 = −26 keV, overestimating the magnitude by about 3 keV. The lower state has weight 0.11 in (3/2,2), so a muon in the lowest 2p level carries an appreciable nuclear 2+ component.

The F = 3/2 block mixes more strongly. Its diagonal energies are 125.3, 90.0 and 215.3 keV, while its coupling magnitudes are 46.7 keV for H₁₂ and H₂₃ and 46.2 keV for H₁₃. The first two configurations are separated by 35.3 keV, less than the coupling between them. Numerical diagonalization gives the following levels and weights:

34 keV: (3/2,0) 0.31, (1/2,2) 0.57, (3/2,2) 0.11;
156 keV: (3/2,0) 0.60, (1/2,2) 0.39, (3/2,2) 0.01;
240 keV: (3/2,0) 0.09, (1/2,2) 0.04, (3/2,2) 0.87. (43)

The small (3/2,2) weight of the middle state has a simple origin. First diagonalize the two nearly degenerate configurations. Their energies become

107.6 ± √(17.6² + 46.7²) keV = 57.7 and 157.5 keV. (44)

The lower combination has amplitudes 0.57 and 0.82 in (3/2,0) and (1/2,2), with the same sign because H₁₂ is negative. The upper one has 0.82 and −0.57. The coupling magnitude to (3/2,2) is 46.2 × 0.57 + 46.7 × 0.82 = 65 keV for the lower combination. For the upper one it is 46.2 × 0.82 − 46.7 × 0.57 = 11 keV. The third configuration therefore pushes the lower level down strongly and hardly affects the upper one.

For F = 5/2 the levels are 73, 249 and 409 keV, predominantly (1/2,2), (3/2,2) and (3/2,4), with weights 0.93, 0.94 and 0.94. The middle level moves by less than 1 keV from its diagonal value of 248.3 keV. This does not mean that its couplings are small. From (39) their magnitudes are 24.9 keV to the lower configuration and 32.3 keV to the upper, while the outer two are coupled by 61.1 keV. Second order gives shifts of +3.9 and −7.3 keV. Third order gives

2(−24.9)(−32.3)(−61.1)/[(158.3)(−144.0)] keV = +4.3 keV. (45)

The sum is about +1 keV, against an exact shift of 0.8 keV, so the small shift results from cancellation among terms of several keV. The series is not converged at this order: fourth order adds a further +0.8 keV, which higher orders remove.

The weights also matter for the muonic 2p → 1s radiation. Its electric-dipole operator acts on the muon and leaves I unchanged. Take the radial dipole integral to be the same for both j, neglect the variation of photon energy among final states, and neglect quadrupole mixing in 1s. Summation over photon directions, photon polarizations and 1s spin states then gives the identity operator on the 2p orbital and spin space, apart from a common factor. Interference between j = 1/2 and j = 3/2 drops out of the total rate. The probability of leaving the nucleus in spin I is the sum of the weights with that I. For the 156 keV level, the probability of leaving the 2+ state is 0.39 + 0.01 = 0.40 in this approximation. Keeping the separate radial dipole integrals and the cube of the photon energy, in the long-wavelength limit, lowers it to 0.38. The nucleus can then emit its own gamma ray after the muon has reached 1s. The populations of the 2p levels depend on the preceding cascade and are not determined by the matrix.

The restriction to 2p can be assessed in second order. Starting from (1/2,0), the interaction reaches I = 2. Among odd-parity muon states outside 2p it can reach p3/2 with n ≥ 3 and f5/2 with n ≥ 4. The nearest configuration is (3p3/2,I=2), at a distance D = 2094 keV, found from the same radial equations. Averaging P₂² over the directions of **n** gives 1/5. Completeness then gives the upper bound

lowering ≤ [K²⟨f²⟩/5 − (2/25)q²(1/2,3/2)]/D, (46)

where ⟨f²⟩ is taken in 2p1/2. The subtraction removes the coupling inside 2p. Negative-energy Dirac states contribute with the opposite sign and cannot increase the lowering. Quadrature gives a bound of 17 keV. The 3p3/2 state alone contributes 0.45 keV. The full second-order sum, obtained by solving the inhomogeneous radial equations for p3/2 and f5/2, is 2.3 keV (1.4 and 0.9 keV), well below the bound. When the p and f channels are coupled to all orders, the eight levels given above are lowered by 1.4 to 3.8 keV, and the I = 0 weights change by less than 0.01. The levels of the 2p matrix are therefore accurate to a few keV within the model, not to the last digit shown.

The energies belong to this model. A comparison with a measured spectrum would also require vacuum polarization, magnetic interactions, other nuclear bands and higher multipoles. It would need a more realistic charge distribution and recoil beyond the reduced mass as well. If nuclear excitations outside the ground band lie close to a muonic interval, they must be added to the basis. The spin I again becomes a useful label when the coupling is small compared with the separation of levels of different I. This happens for sufficiently small Z or sufficiently large B, and for small Q₀ away from accidental degeneracies. The approach need not be steady: in the F = 3/2 block the configurations (3/2,0) and (1/2,2) cross at Δ = 6B, and close to this crossing even a weak coupling mixes I = 0 and I = 2 strongly.
